**Pseudo dipole versus all-electron momentum in a model atom**

For an $s$–$p$ transition, $D=\langle s|\partial_z|p\rangle$, $Z=\langle s|z|p\rangle$, $\omega=E_p-E_s$ and $C=\langle\tilde s|[V_{nl},z]|\tilde p\rangle$, where a tilde marks pseudo quantities. The commutator-corrected element obeys $\tilde D-C=\tilde\omega\tilde Z$, whereas the Kageshima-Shiraishi term $K$ targets the all-electron $D=\omega Z$. The program diagonalizes the all-electron and norm-conserving pseudo Hamiltonians separately and asserts both identities, with the gradients and dipoles computed by quadrature. At three cutoff radii it asserts that sphere norms and tails agree, that $\tilde D+K$ reproduces $D$ for the reference states, and that the commutator error equals $\omega$ times the pseudo-minus-all-electron dipole in the sphere. It also asserts $K=-C+\omega(Z-\tilde Z)$, with the dipole difference taken in the sphere, and that applying both corrections gives $D-C$. In the output the commutator error for $3s$–$3p$ runs from 0.16 % to $-0.001$ % as the cutoff grows, while the repaired element stays at 0.210649 a.u. Away from the reference energies, the program asserts that the repair with two partial waves per channel has less than a third of the bare error. With one wave, the repair is less accurate than the commutator for $3s$–$4p$.

## Verification by program

```python
"""
Result under test (Hartree atomic units, s -> p transition, z component):
  D = <s|d/dz|p>, Z = <s|z|p>, w = E_p - E_s, C = <s|[V_nl, z]|p>.
  All-electron (AE), local potential:        D = w Z.
  Norm-conserving pseudo (PS) Hamiltonian:   D_ps - C = w_ps Z_ps,
  so the commutator gives the PSEUDO dipole, not the AE matrix element.
  Kageshima-Shiraishi (KS) repair: D_ps + one-centre (AE - PS) momentum
  difference, which targets the AE value D.
Radial functions u(r) = r R(r) live on Gauss-Lobatto spectral elements.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- spectral elements ----------
edges = np.array([0, 0.2, 0.5, 0.9, 1.3, 1.7, 2.2, 2.6, 3.0, 4.0, 5.0, 6.5,
                  8.0, 10.5, 13, 17, 21, 26, 31, 37, 44, 52, 60], float)
degree = 14
legendre = Legendre.basis(degree)
nodes = np.concatenate(([-1.0], np.sort(legendre.deriv().roots().real), [1.0]))
leg = legendre(nodes)
node_weights = 2 / (degree * (degree + 1) * leg**2)
gap = nodes[:, None] - nodes[None, :] + np.eye(degree + 1)
diff_matrix = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(diff_matrix, 0.0)
diff_matrix[0, 0] = -degree * (degree + 1) / 4
diff_matrix[-1, -1] = degree * (degree + 1) / 4
half = np.diff(edges) / 2
r = edges[:-1, None] + half[:, None] * (nodes + 1)
r[0, 0] = 0.0
r_safe = np.where(r == 0, 1.0, r)   # u = 0 at the origin, so any value serves
w = half[:, None] * node_weights


def edge_index(radius):
    return int(np.argmin(abs(edges - radius)))


def derivative(u):
    return (u @ diff_matrix.T) / half[:len(u), None]


def integral(f):
    return float(np.sum(w[:len(f)] * f))


def dipole(us, up):
    return integral(us * r[:len(us)] * up) / np.sqrt(3)


def gradient(us, up):
    return integral(us * (derivative(up) + up / r_safe[:len(up)])) / np.sqrt(3)


def solve(potential, l, count):
    """Lowest bound states with u = 0 at the origin and at the outer edge."""
    ne = len(potential)
    size = ne * degree + 1
    index = np.arange(ne)[:, None] * degree + np.arange(degree + 1)
    ham = np.zeros((size, size))
    stiffness = diff_matrix.T @ (node_weights[:, None] * diff_matrix)
    for e in range(ne):
        ham[np.ix_(index[e], index[e])] += 0.5 * stiffness / half[e]
    mass, diag = np.zeros(size), np.zeros(size)
    np.add.at(mass, index, w[:ne])
    centrifugal = l * (l + 1) / (2 * r_safe[:ne]**2)
    np.add.at(diag, index, w[:ne] * (potential + centrifugal))
    ham[np.diag_indices(size)] += diag
    root = np.sqrt(mass[1:-1])
    energy, vec = eigh(ham[1:-1, 1:-1] / np.outer(root, root),
                       subset_by_index=[0, count - 1])
    states = []
    for j in range(count):
        full = np.zeros(size)
        full[1:-1] = vec[:, j] / root
        u = full[index]
        states.append(u * np.sign(u[edge_index(2.6), 0]))
    return energy, states


# ---------- solver and angular reduction ----------
for l in (0, 1):
    e_h, _ = solve(-1 / r_safe, l, 2)
    exact = [-0.5 / (n + l)**2 for n in (1, 2)]
    assert np.allclose(e_h, exact, atol=1e-7)

X, Y, Zc = sp.symbols("x y z", real=True)
p_field = Zc * sp.exp(-sp.sqrt(X**2 + Y**2 + Zc**2) / 2)
grad_field = sp.lambdify((X, Y, Zc), sp.diff(p_field, Zc), "numpy")
val_field = sp.lambdify((X, Y, Zc), p_field, "numpy")
cosines, cos_w = leggauss(12)
R3 = r_safe[:, :, None]
points = (R3 * np.sqrt(1 - cosines**2), 0 * R3 * cosines, R3 * cosines)
shell = 2 * np.pi * r**2 * np.exp(-r)
grad_3d = integral(shell * (grad_field(*points) @ cos_w))
dip_3d = integral(shell * ((points[2] * val_field(*points)) @ cos_w))
us_test = np.sqrt(4 * np.pi) * r * np.exp(-r)
up_test = np.sqrt(4 * np.pi / 3) * r**2 * np.exp(-r / 2)
assert abs(grad_3d - gradient(us_test, up_test)) < 1e-8 * abs(grad_3d)
assert abs(dip_3d - dipole(us_test, up_test)) < 1e-8 * abs(dip_3d)

# ---------- all-electron model atom ----------
core_charge, screening = 10.0, 2.0
v_ae = -(1 + core_charge * np.exp(-screening * r)) / r_safe
e_s_all, s_all = solve(v_ae, 0, 4)
e_p_all, p_all = solve(v_ae, 1, 3)
e_s, e_p = e_s_all[2:4], e_p_all[1:3]      # 3s, 4s and 3p, 4p
ae_s, ae_p = s_all[2:4], p_all[1:3]
for u in ae_s + ae_p:                      # all cutoffs lie past the core nodes
    assert np.all(u[edge_index(2.2):edge_index(3.0)] > 0)
omega = e_p[0] - e_s[0]
D_ae, Z_ae = gradient(ae_s[0], ae_p[0]), dipole(ae_s[0], ae_p[0])
assert omega > 0
assert abs(D_ae - omega * Z_ae) < 1e-6


# ---------- norm-conserving pseudopotential ----------
def pseudize(u, energy, l, rc):
    """Nodeless u = r^(l+1) exp(poly(r^2)) inside rc; returns the potential."""
    k = edge_index(rc)
    du = derivative(u)
    value = u[k, 0]
    logder = 0.5 * (du[k - 1, -1] + du[k, 0]) / value
    curvature = 2 * (v_ae[k, 0] - energy) + l * (l + 1) / rc**2
    rhs = [np.log(value / rc**(l + 1)), logder - (l + 1) / rc,
           curvature - logder**2 + (l + 1) / rc**2]
    a = np.linalg.solve([[1, rc**2, rc**4], [0, 2 * rc, 4 * rc**3],
                         [0, 2, 12 * rc**2]], rhs)
    base = Polynomial([a[0], 0, a[1], 0, a[2]])
    bump = Polynomial([1, 0, -1 / rc**2])**3
    target = integral(u[:k]**2)
    ri = r[:k]

    def norm_error(t):
        return integral((ri**(l + 1) * np.exp((base + t * bump)(ri)))**2) - target

    poly = base + brentq(norm_error, -40, 40, xtol=1e-13) * bump
    d1, d2 = poly.deriv(), poly.deriv(2)
    d1_over_r = Polynomial(d1.coef[1:])
    v = v_ae.copy()
    v[:k] = energy + 0.5 * (d2(ri) + d1(ri)**2 + 2 * (l + 1) * d1_over_r(ri))
    return v


def repair(psi_s, psi_p, waves_s, waves_p, rc):
    """KS one-centre term; waves are lists of (AE, PS) partial-wave pairs."""
    k = edge_index(rc)
    weight = (1 - (r[:k] / rc)**2)**2

    def coefficients(psi, waves):
        ps = [pair[1][:k] for pair in waves]
        overlap = [[integral(weight * a * b) for b in ps] for a in ps]
        return np.linalg.solve(overlap, [integral(weight * a * psi[:k]) for a in ps])

    delta = [[gradient(a[0][:k], b[0][:k]) - gradient(a[1][:k], b[1][:k])
              for b in waves_p] for a in waves_s]
    return float(coefficients(psi_s, waves_s) @ np.array(delta)
                 @ coefficients(psi_p, waves_p))


def commutator(us, up, v_s, v_p):
    """<s|[V_nl, z]|p> with V_nl = (v_s - v_p) acting on l = 0 only."""
    n = len(us)
    return integral(us * (v_s - v_p)[:n] * r[:n] * up) / np.sqrt(3)


def matched_pairs(ae, ps, rc):
    k = edge_index(rc)
    return [(a, b * a[k, 0] / b[k, 0]) for a, b in zip(ae, ps)]


def show(label, value, unit="a.u.", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Model: V = -(1 + %g exp(-%g r))/r hartree, r in bohr" % (core_charge, screening))
for name, val in zip(("3s", "4s", "3p", "4p"), (*e_s, *e_p)):
    show("AE energy " + name, val, "hartree")
show("3s-3p transition energy", omega, "hartree")
show("3s-3p transition energy", omega * HARTREE_EV, "eV", 4)
show("AE dipole Z 3s-3p", Z_ae, "bohr")
show("AE gradient D 3s-3p", D_ae)

commutator_values, repaired_values, relative_errors = [], [], []
main = {}
for rc in (2.2, 2.6, 3.0):
    k = edge_index(rc)
    v_s, v_p = pseudize(ae_s[0], e_s[0], 0, rc), pseudize(ae_p[0], e_p[0], 1, rc)
    eps_s, ps_s = solve(v_s, 0, 2)
    eps_p, ps_p = solve(v_p, 1, 2)
    assert abs(eps_s[0] - e_s[0]) < 1e-6 and abs(eps_p[0] - e_p[0]) < 1e-6
    for a, b in ((ae_s[0], ps_s[0]), (ae_p[0], ps_p[0])):
        assert abs(integral(a[:k]**2) - integral(b[:k]**2)) < 1e-6
        assert np.max(abs(a[k:] - b[k:])) < 1e-5
    D_ps, Z_ps = gradient(ps_s[0], ps_p[0]), dipole(ps_s[0], ps_p[0])
    C = commutator(ps_s[0], ps_p[0], v_s, v_p)
    D_comm = D_ps - C
    assert abs(D_comm - (eps_p[0] - eps_s[0]) * Z_ps) < 1e-6
    sphere_dipole = dipole(ae_s[0][:k], ae_p[0][:k]) - dipole(ps_s[0][:k], ps_p[0][:k])
    assert abs((D_comm - D_ae) + omega * sphere_dipole) < 2e-6
    waves_s, waves_p = matched_pairs(ae_s, ps_s, rc), matched_pairs(ae_p, ps_p, rc)
    ks_term = repair(ps_s[0], ps_p[0], waves_s[:1], waves_p[:1], rc)
    assert abs(D_ps + ks_term - D_ae) < 2e-6
    assert abs(ks_term - (-C + omega * sphere_dipole)) < 2e-6
    commutator_values.append(D_comm)
    repaired_values.append(D_ps + ks_term)
    relative_errors.append(D_comm / D_ae - 1)
    print(f"rc={rc} bohr: bare {D_ps:.6f}, commutator {D_comm:.6f}, "
          f"KS {D_ps + ks_term:.6f} a.u.; commutator error "
          f"{100 * relative_errors[-1]:.4f} %")
    if rc == 2.6:
        main = dict(v_s=v_s, v_p=v_p, eps_s=eps_s, eps_p=eps_p, ps_s=ps_s,
                    ps_p=ps_p, waves_s=waves_s, waves_p=waves_p, rc=rc, D_ps=D_ps,
                    Z_ps=Z_ps, C=C, D_comm=D_comm, ks=ks_term, dz=sphere_dipole,
                    norm_s=(integral(ae_s[0][:k]**2), integral(ps_s[0][:k]**2)),
                    norm_p=(integral(ae_p[0][:k]**2), integral(ps_p[0][:k]**2)),
                    zin=(dipole(ae_s[0][:k], ae_p[0][:k]),
                         dipole(ps_s[0][:k], ps_p[0][:k])))
# The commutator result is not an all-electron number: it moves with rc.
assert max(abs(np.array(relative_errors))) > 1e-4
assert np.ptp(commutator_values) > 10 * np.ptp(repaired_values)

print("Details at rc = %.1f bohr, 3s-3p" % main["rc"])
print("Sphere norm 3s AE, PS: %.6f, %.6f (no unit)" % main["norm_s"])
print("Sphere norm 3p AE, PS: %.6f, %.6f (no unit)" % main["norm_p"])
print("Sphere dipole AE, PS: %.6f, %.6f bohr" % main["zin"])
show("Pseudo dipole, whole space", main["Z_ps"], "bohr")
show("Commutator element C", main["C"])
show("KS term", main["ks"])
show("omega times sphere dipole difference (AE-PS)", omega * main["dz"])
both = main["D_ps"] - main["C"] + main["ks"]
assert abs(both - (D_ae - main["C"])) < 2e-6
show("Both corrections together (double counting)", both)
for name, val in (("AE", D_ae), ("bare", main["D_ps"]), ("commutator", main["D_comm"]),
                  ("KS", main["D_ps"] + main["ks"]), ("both", both)):
    show("Oscillator strength 2 D^2/omega, " + name, 2 * val**2 / omega, "(no unit)")


# ---------- states away from the reference energies ----------
def off_reference(title, ae_pair, ae_energies, ps_pair, ps_energies):
    D_true = gradient(*ae_pair)
    w_true = ae_energies[1] - ae_energies[0]
    w_ps = ps_energies[1] - ps_energies[0]
    assert abs(D_true - w_true * dipole(*ae_pair)) < 2e-6
    bare = gradient(*ps_pair)
    comm = bare - commutator(*ps_pair, main["v_s"], main["v_p"])
    assert abs(comm - w_ps * dipole(*ps_pair)) < 2e-6
    one, two = (bare + repair(*ps_pair, main["waves_s"][:n], main["waves_p"][:n],
                              main["rc"]) for n in (1, 2))
    assert abs(two - D_true) < abs(bare - D_true) / 3
    print(title)
    print("  AE energies s, p: %.6f, %.6f hartree" % tuple(ae_energies))
    print("  PS energies s, p: %.6f, %.6f hartree" % tuple(ps_energies))
    print("  Dipole AE, PS: %.6f, %.6f bohr" % (dipole(*ae_pair), dipole(*ps_pair)))
    show("  AE gradient D", D_true)
    for name, val in (("bare", bare), ("commutator", comm),
                      ("KS, one wave per channel", one),
                      ("KS, two waves per channel", two)):
        print(f"  {name}: {val:.6f} a.u., error {100 * (val / D_true - 1):.4f} %")


off_reference("Free atom, 3s-4p, rc = 2.6 bohr", (ae_s[0], ae_p[1]), (e_s[0], e_p[1]),
              (main["ps_s"][0], main["ps_p"][1]), (main["eps_s"][0], main["eps_p"][1]))

box_radius = 8.0
m = edge_index(box_radius)
box_es, box_s = solve(v_ae[:m], 0, 3)
box_ep, box_p = solve(v_ae[:m], 1, 2)
box_eps_s, box_ps_s = solve(main["v_s"][:m], 0, 1)
box_eps_p, box_ps_p = solve(main["v_p"][:m], 1, 1)
off_reference("Hard sphere of radius %.1f bohr, 3s-3p, rc = 2.6 bohr" % box_radius,
              (box_s[2], box_p[1]), (box_es[2], box_ep[1]),
              (box_ps_s[0], box_ps_p[0]), (box_eps_s[0], box_eps_p[0]))

print("ALL CHECKS PASSED")
```

Output:

```
Model: V = -(1 + 10 exp(-2 r))/r hartree, r in bohr
AE energy 3s: -0.223311 hartree
AE energy 4s: -0.078917 hartree
AE energy 3p: -0.125684 hartree
AE energy 4p: -0.055472 hartree
3s-3p transition energy: 0.097626 hartree
3s-3p transition energy: 2.6566 eV
AE dipole Z 3s-3p: 2.157700 bohr
AE gradient D 3s-3p: 0.210649 a.u.
rc=2.2 bohr: bare 0.218951, commutator 0.210978, KS 0.210649 a.u.; commutator error 0.1565 %
rc=2.6 bohr: bare 0.220221, commutator 0.210862, KS 0.210649 a.u.; commutator error 0.1014 %
rc=3.0 bohr: bare 0.221758, commutator 0.210646, KS 0.210649 a.u.; commutator error -0.0012 %
Details at rc = 2.6 bohr, 3s-3p
Sphere norm 3s AE, PS: 0.311071, 0.311071 (no unit)
Sphere norm 3p AE, PS: 0.114962, 0.114962 (no unit)
Sphere dipole AE, PS: 0.216259, 0.218447 bohr
Pseudo dipole, whole space: 2.159888 bohr
Commutator element C: 0.009358 a.u.
KS term: -0.009572 a.u.
omega times sphere dipole difference (AE-PS): -0.000214 a.u.
Both corrections together (double counting): 0.201290 a.u.
Oscillator strength 2 D^2/omega, AE: 0.909033 (no unit)
Oscillator strength 2 D^2/omega, bare: 0.993524 (no unit)
Oscillator strength 2 D^2/omega, commutator: 0.910878 (no unit)
Oscillator strength 2 D^2/omega, KS: 0.909033 (no unit)
Oscillator strength 2 D^2/omega, both: 0.830057 (no unit)
Free atom, 3s-4p, rc = 2.6 bohr
  AE energies s, p: -0.223311, -0.055472 hartree
  PS energies s, p: -0.223311, -0.055475 hartree
  Dipole AE, PS: 0.178743, 0.179887 bohr
  AE gradient D: 0.030000 a.u.
  bare: 0.035654 a.u., error 18.8477 %
  commutator: 0.030192 a.u., error 0.6384 %
  KS, one wave per channel: 0.030377 a.u., error 1.2555 %
  KS, two waves per channel: 0.029982 a.u., error -0.0612 %
Hard sphere of radius 8.0 bohr, 3s-3p, rc = 2.6 bohr
  AE energies s, p: -0.218839, -0.105100 hartree
  PS energies s, p: -0.218840, -0.105101 hartree
  Dipole AE, PS: 1.984532, 1.987257 bohr
  AE gradient D: 0.225720 a.u.
  bare: 0.238831 a.u., error 5.8083 %
  commutator: 0.226028 a.u., error 0.1365 %
  KS, one wave per channel: 0.226008 a.u., error 0.1274 %
  KS, two waves per channel: 0.225674 a.u., error -0.0205 %
ALL CHECKS PASSED
```
